# Helium s-wave quantum defects: exact Kohn–Sham, true series, and grafted LDA, part 2

We seek the limiting defect $\mu_0$ of helium's s series ($Z=2$, Hartree atomic units) for the exact Kohn–Sham (KS) potential $v_s$, the true $1sns$ series (c), and a grafted LDA potential (d): $v=v_{\rm LDA}-\Delta$ for $r<r_0$, $v=-1/r$ for $r>r_0$. From threshold, $E_n=-1/(2\nu_n^2)$, $\nu_n=n-\mu_n$; the Ritz fit is $\mu_n=\mu_0+\mu_1E_n+\mu_2E_n^2$. At large $n$, $\delta E_n=-\delta\mu_n/\nu_n^3$.

With $x=\sqrt{8r}$, $f=\frac x2J_1(x)$, $g=\frac x2Y_1(x)$, the zero-energy radial solution beyond the cut $R$ is

$$u=A\,(f\cos\pi\mu-g\sin\pi\mu),\qquad A>0. \tag{1}$$

Here $\tilde u=u/A\to\sqrt{x/2\pi}\,\cos(x-3\pi/4+\pi\mu)$. With $W(a,b)=ab'-a'b$ and $L=u'/u$ at $R$,

$$\tan\pi\mu_0=\frac{W(f,u)}{W(g,u)}=\frac{f'-Lf}{g'-Lg}\bigg|_{R}. \tag{2}$$

For $v$ cut at $r$, the defect $\mu(r)$ obeys

$$\frac{d\mu}{dr}=-\left(v+\frac1r\right)\left(f\cos\pi\mu-g\sin\pi\mu\right)^2,\qquad\mu(0)=0. \tag{3}$$

For two potentials,

$$\sin\pi(\mu_2-\mu_1)=-\pi\int_0^\infty\tilde u_1\,(v_2-v_1)\,\tilde u_2\,dr. \tag{4}$$

The two-electron basis is $e^{-ar_1-br_2-cr_{12}}\pm(1\leftrightarrow2)$, giving energy $E_0$ and ionization energy $I=0.903724$ Ha. From the density $\rho$ (Hartree potential $v_H$), "inversion" means $v_s=\varepsilon+\nabla^2\sqrt\rho/(2\sqrt\rho)$, with $\varepsilon=-I$; the wave-function form is $v_s=-Z/r+v_{\rm cond}+v_{\rm kin}+v_{N-1}$. Radial equations use degree-10 finite elements in a 250-bohr box. Cut at $R=6$ bohr, $v_s$ gives $\mu_0^{\rm KS}=0.2131$; the neglected polarization tail has size $1.8\times10^{-4}$ in $\mu_0$. Between 2 and 4 bohr, $v_s$ somewhere exceeds $-1/r$.

Earlier WKB estimates used wave numbers $k=\sqrt{-2v}$, $k_0=\sqrt{2/r}$. A screening shell of radius $r_c=0.593$ or $0.889$ bohr ($v=-2/r+1/r_c$ inside, $-1/r$ outside) gave $\mu_0\approx0.20$ or $0.24$. The exchange scale was 0.17. The LDA core was estimated 0.45 Ha too shallow; deepening by $\Delta$ inside $r_0$ raises $\mu_0$ by about $\Delta\sqrt2\,r_0^{3/2}/(3\pi)$, hence a loss of about 0.07 for an unshifted graft at $r_0=1$ bohr.

### (c) Singlet and triplet series

The basis for the excited states adds 30 functions with $a=2$, $c=0$ and $b$ in geometric progression, which describe a Rydberg electron outside an unperturbed ion. The energies above threshold and the defects are as follows.

| $n$ | singlet $E_n$ (Ha) | $\mu_n$ | triplet $E_n$ (Ha) | $\mu_n$ |
|---|---|---|---|---|
| 2 | −0.145974 | 0.1493 | −0.175229 | 0.3108 |
| 3 | −0.061272 | 0.1434 | −0.068689 | 0.3020 |
| 4 | −0.033587 | 0.1416 | −0.036512 | 0.2994 |
| 5 | −0.021175 | 0.1407 | −0.022618 | 0.2983 |

For the singlet $n=2$, $\nu=1/\sqrt{0.291948}=1.8507$ and $\mu=0.1493$. The output line for the Ritz coefficients is labelled $\mu_0,\mu_1,\mu_2$ but lists them from the highest power down. Read in the right order, the singlet has $\mu_0=0.1394$, $\mu_1=-0.0633$, $\mu_2=0.0276$, and the triplet has $\mu_0=0.2965$, $\mu_1=-0.0802$, $\mu_2=0.0088$, with $\mu_1$ in Ha$^{-1}$ and $\mu_2$ in Ha$^{-2}$. Substitution confirms the order: at singlet $n=2$, $0.1394+0.0092+0.0006=0.1492$.

The Ritz form is tested by fitting $n=2,3,4$ and predicting $n=5$, with a tolerance of $2\times10^{-4}$. The predictions are 0.1409 and 0.2984, against computed values of 0.1407 and 0.2983. Both computed values lie below the prediction. By the Hylleraas–Undheim–MacDonald theorem each variational level lies above the exact one, so apart from rounding each tabulated $\mu_n$ is a lower bound. The sensitivity is high: with $\nu_5^3\approx115$, an error of $10^{-6}$ Ha moves $\mu_5$ by $1.1\times10^{-4}$. Halving the correlated part of the basis leaves both limits unchanged to four decimals, but that test keeps the threshold for discarding nearly dependent combinations, an overlap eigenvalue of $10^{-10}$. This threshold is what limits the $n=5$ levels: with the same functions and a threshold of $10^{-12}$, $\mu_5$ rises to 0.1409 and 0.2984, and the extrapolated limits rise to 0.1397 and 0.2966. The singlet $\mu_4$ rises to 0.1417. The other Ritz coefficients move much more: the singlet $\mu_1,\mu_2$ become $-0.056$ and $0.065$, and the triplet ones $-0.077$ and $0.022$. A threshold of $10^{-13}$ changes these by at most 0.001. The values of $\mu_1$ and $\mu_2$ quoted above are therefore not converged, and $\mu_2$ is off by more than a factor of two. What the program asserts is that the three limits lie within $10^{-3}$ of 0.140, 0.213 and 0.297. The limits obtained with the smaller threshold round to 0.140 for the singlet and 0.297 for the triplet.

**Why the KS value lies between.** Split $H=h_s(1)+h_s(2)+H'$, where $h_s=-\tfrac12\nabla^2+v_s$ and $H'=1/r_{12}-\sum_i(v_s(i)+Z/r_i)$. For two electrons in one orbital $v_s+Z/r=J+v_c$, where $J=v_H/2$ is the potential of one KS $1s$ electron and $v_c$ is the correlation potential. In Görling–Levy perturbation theory $v_c$ is of second order in the interaction and is dropped at first order. Let $J_{11}$ and $J_{1n}$ be the averages of $J$ in the orbitals $1s$ and $ns$, and let

$$K_n=\iint\frac{q(r)\,q(r')}{\max(r,r')}\,dr\,dr',\qquad q=u_1u_n .$$

The ground state shifts by $J_{11}-2J_{11}=-J_{11}$. The states $(1s\,ns\pm ns\,1s)/\sqrt2$ shift by $J_{1n}\pm K_n-J_{11}-J_{1n}=-J_{11}\pm K_n$. The excitation energies are therefore $\omega=\varepsilon_n-\varepsilon_1\pm K_n$, the exchange-only single-pole result. Since $K_n\to0$, both series keep the KS threshold, and

$$\mu_{S,T}\approx\mu^{\rm KS}\mp\nu^3K_n. \tag{7}$$

$K_n$ is twice the electrostatic self-energy of the charge $q$ and is positive, so at this order the KS defect is the mean of the two. The program obtains $K_7=3.673\times10^{-4}$ Ha from the radial Poisson equation and tests it against the double sum to 1%. With $\nu_7=6.7864$, $\nu^3K=312.5\times3.673\times10^{-4}=0.1148$, which predicts 0.0983 and 0.3280. The true shifts from the KS value are $-0.0737$ and $+0.0833$. The signs are right. The true half-splitting is $(0.2965-0.1394)/2=0.0786$, and (7), evaluated at $n=7$, exceeds this limiting value by 46%. At threshold $\nu^3K$ is 0.114, an excess of 45%. The mean 0.2179 lies 0.0048 above the KS value. These figures use the limits 0.1394 and 0.2965. With the better converged 0.1397 and 0.2966 the shifts are about $-0.0734$ and $+0.0835$, and the mean is 0.2182, about 0.0050 above the KS value. The bracketing is thus a computed fact with a first-order reason; no small parameter guarantees it for $Z=2$. In energies, the $1s\to4s$ excitation is 23.678 eV for the singlet, 23.642 eV for the KS levels and 23.598 eV for the triplet.

Dropping $v_c$ and solving $v=-Z/r+v_H/2$ self-consistently gives the exact-exchange potential, with $\varepsilon_{1s}=-0.91796$ Ha and $\mu_0=0.2166$. Correlation lowers the defect by 0.0034, or 1.6% of the KS value. This difference includes the change of $v_H$ with the density as well as $v_c$ itself.

### (d) The grafted LDA potential

The LDA potential is $v_{\rm LDA}=-Z/r+v_H+v_{xc}(\rho)$, here with Slater exchange and PW92 correlation. It is solved in the same finite elements, with $U=rv_H$ from $U''=-4\pi r\rho$, $U(0)=0$, $U\to2$. The level is $\varepsilon_{\rm LDA}=-0.57026$ Ha, tested against a Gaussian-basis calculation with PySCF that gives the same five decimals.

For the neutral atom $-Z/r+v_H$ vanishes exponentially, and so does $v_{xc}$, being a function of the local density that goes to zero with it. The zero-energy solution is then linear in $r$ at large $r$ and has finitely many nodes, so by the oscillation theorem there are finitely many bound s levels and no Rydberg series. The program finds one.

Define $D(r)=v_{\rm LDA}+1/r$. The step of the grafted potential at $r_0$, inner value minus outer, is $D(r_0)-\Delta$. The graft is the potential $v_{\rm LDA}-\Delta$ cut at $r_0$, so (3) applies directly:

$$\frac{\partial\mu_0}{\partial r_0}=-\left[D(r_0)-\Delta\right]\tilde u(r_0)^2. \tag{8}$$

The defect is stationary in $r_0$ where the graft is continuous, and at isolated nodes of $\tilde u$. Finite differences of (2) agree with (8) in the two tested cases, 0.02344 bohr$^{-1}$ at $r_0=0.8$ bohr and 0.01849 bohr$^{-1}$ at 2.0 bohr, for the shift $\Delta_A$ defined next.

Near the nucleus $D\approx-1/r\to-\infty$, and far away $D\to1/r\to0^+$, so $D$ has a positive maximum $D_{\max}=D(r^*)$. For $0<\Delta<D_{\max}$ there are at least two continuous grafts, one on each side of $r^*$. For $\Delta=D_{\max}$ there is a tangent graft, continuous with continuous slope because $D'(r^*)=0$. For $\Delta>D_{\max}$ there is none.

The natural shift places the occupied level at $-I$ before the tail is attached:

$$\Delta_A=\varepsilon_{\rm LDA}+I=-0.57026+0.90372=0.3335\ \text{Ha}=9.074\ \text{eV}.$$

The computed maximum is $D_{\max}=0.29839$ Ha at $r^*=1.4503$ bohr, which is below $\Delta_A=0.33347$ Ha. For helium the natural shift admits no continuous graft. By (8), $\mu_0$ then never decreases with $r_0$, which the program tests on a scan from 0.3 to 3 bohr, and continuity cannot select $r_0$. The graft is not unique, and three choices are compared. Graft A takes $\Delta_A$ and the radius $r^*$ of the smallest step, $-0.03507$ Ha. Graft B is the tangent graft, which needs no knowledge of $I$. Graft L takes $\Delta=0$ and the inner crossing $D=0$, a Latter-type cut applied to the converged LDA potential without renewed self-consistency.

| potential | $r_0$ (bohr) | $\varepsilon_{1s}$ (Ha) | $\mu_0$ | $\mu_0-\mu_0^{\rm KS}$ |
|---|---|---|---|---|
| exact KS | 6 | −0.90372 | 0.2131 | |
| A | 1.4503 | −0.89503 | 0.2109 | −0.0023 |
| B | 1.4503 | −0.86588 | 0.2050 | −0.0082 |
| L | 0.6468 | −0.72769 | 0.1575 | −0.0557 |

The last column is formed from unrounded values. Relative to the KS defect the errors are 1.1%, 3.8% and 26%.

**Dependence on the radius.** With $\Delta_A$ the defect is 0.2069, 0.2105, 0.2109, 0.2151, 0.2321 and 0.2625 at $r_0=0.75$, 1, 1.5, 2, 2.5 and 3 bohr. There is a plateau between 1 and 1.5 bohr, flatter than the smallness of the step alone explains. The step is at least 0.035 Ha in size everywhere, so a rise of about 0.0004 over 0.5 bohr bounds the mean of $\tilde u^2$ there by about $0.0004/(0.035\times0.5)\approx0.02$, one order below the oscillation average $\sqrt{2r}/(2\pi)=0.25$ at 1.25 bohr. The solution is therefore small across the plateau. The leading asymptotic form of (1) puts its first node at $x-3\pi/4+\pi\mu_0=\pi/2$, that is $x=3.93-0.66=3.26$ and $r=x^2/8\approx1.3$ bohr. This location is approximate, since $x\approx3$ is not large. The zero-energy solution of graft A has its node at 1.24 bohr, near the centre of the plateau and 0.21 bohr inside $r^*$. The insensitivity of graft A to $r_0$ thus rests on the node of $\tilde u$ lying close to $r^*$, a circumstance of helium that need not recur in another atom. Beyond 2 bohr the defect grows quickly. In (8) the radius has moved away from the node of $\tilde u$, and the step $\Delta_A-D(r_0)$ exceeds its minimum at $r^*$; the shares of the two factors were not computed. The step tends to $\Delta_A$ only at large $r_0$, where $D\to0$. Since $D<\Delta_A$ everywhere, the shifted potential lies below $-1/r$ at every radius.

**Origin of the error of graft A.** Equation (4) with $v_1=v_s$, $v_2=v_A$ is tested by quadrature to $10^{-5}$: $\sin\pi(\mu_A-\mu^{\rm KS})=-0.00718=-0.00730+0.00012$, from inside and outside $r^*$. Divided by $\pi$ these are $-0.0023$ and less than $0.0001$. The error comes from the shape of the LDA potential in the core. The difference $v_A-v_s$ is $-0.0909$, $+0.0304$ and $+0.0035$ Ha at 0.1, 0.5 and 1 bohr. It changes sign, so the small total includes a cancellation, and the largest deviation sits where $\tilde u^2\propto r^2$ is small. With $v_s$ cut at 6 bohr, the outer part is slightly positive although $v_A-v_s$ is positive at 1.5 and 2 bohr (0.0098 and 0.0003 Ha), where it contributes negatively. The compensation must come from the stretch, found in (b) between 2 and 4 bohr, where $v_s$ lies above $-1/r$. The sign of the outer part is not significant: the neglected tail of $v_s$, whose size in $\mu_0$ was put at $1.8\times10^{-4}$ in (b), would contribute about $-\pi\times1.8\times10^{-4}\approx-0.0006$, enough to reverse it.

**The occupied level.** The uncut potential $v_{\rm LDA}-\Delta_A$ has its $1s$ level at $-I$ by construction. Graft A raises it beyond $r^*$ by $\Delta_A-D(r)>0$ at every point, so the level must rise; it does so by $0.90372-0.89503=0.00869$ Ha, or 0.24 eV. This accounts for the $1s\to4s$ energy of 23.407 eV against the KS 23.642 eV. The $4s$ level itself moves by only $(0.2145-0.2122)/3.786^3=0.0023/54=4\times10^{-5}$ Ha, about 0.001 eV. The defect should be combined with the true $I$ and not with the $1s$ level of the graft. For B and L the same excitation is 22.616 and 18.880 eV, again dominated by the error in the $1s$ level.

## Comparison of estimate and solution

The shell model in the WKB approximation gave 0.20 and 0.24 for its two core radii, 7% below and 14% above the exact 0.2131. It put the whole defect inside a radius of 0.6 to 0.9 bohr, and the exact $\mu(r)$ is indeed complete to within about 0.0005 by 1 bohr. The model has no correlation, whose effect of 0.0034 is far inside its spread. Agreement at the 10% level is better than a WKB phase of three radians guarantees. Solved through (2) without WKB, the same two shells give 0.166 and 0.242, so the closeness of the lower estimate owes something to the WKB error.

The exchange scale of 0.17 compares with 0.1148 from the first-order integral and with about 0.073 and 0.083 in the true series. With $|q|$ in place of $q$ the first-order integral would be about 0.31, so the sign change of the pair density removes more than half of it, and the closeness of the scale to the result is partly accidental. The estimate fixes the sign, the $\nu^{-3}$ law that keeps the shift finite at threshold, and the order of magnitude. It cannot give the asymmetry about the KS value, which is absent at first order.

The estimated shift of 0.45 Ha exceeds $\Delta_A=0.333$ Ha by about 35% of the latter. The estimate left out LDA correlation, the exact correlation potential and the relaxation of the orbital, and their separate shares were not computed. The predicted loss of about 0.07 for an unshifted graft assumed $r_0=1$ bohr. Graft L loses 0.0557 with $r_0=0.6468$ bohr, where the same formula gives $0.45\times0.150\times0.520\approx0.035$, so only the order of magnitude is confirmed. The response to a shift can be read cleanly from A and B, which share $r_0$: $(0.2109-0.2050)/0.03507=0.17$ is the first-order value of $\int_0^{r^*}\tilde u^2dr$, whereas the scaling formula gives $\sqrt2\,(1.4503)^{3/2}/(3\pi)=0.26$. The formula is too large by about half. The formula makes two simplifications. It uses the outer wave number $k_0$ where the core has a larger $k$ and a smaller WKB mean square $1/(\pi k)$; with the local $k$ of graft A the integral $\int_0^{r^*}dr/(\pi k)$ is about 0.24, so this explains only a small part of the gap. The larger part comes from replacing $\tilde u^2$ by its WKB oscillation average over an interval that holds only about one half-wave and ends just past the node.

All three grafts, including L with its 26% error, fall between 0.139 and 0.297. The singlet–triplet interval is about 0.157 wide, three times the spread among the grafts, so lying inside it says little about a model potential. The comparison that separates the grafts is the one with the exact KS defect, where the choice of $\Delta$ and $r_0$ moves the error from 0.002 to 0.056.

## Values computed for the example and the checks

```
E0 = -2.9037244 Ha, I = 0.903724 Ha = 24.592 eV, -V/T = 2.0000000
singlet E+2 (Ha) n=2..5: -0.145974 -0.061272 -0.033587 -0.021175
singlet mu n=2..5: 0.1493 0.1434 0.1416 0.1407; n=5 predicted 0.1409
singlet Ritz mu0,mu1,mu2: 0.0276 -0.0633 0.1394; half basis mu0 0.1394
triplet E+2 (Ha) n=2..5: -0.175229 -0.068689 -0.036512 -0.022618
triplet mu n=2..5: 0.3108 0.3020 0.2994 0.2983; n=5 predicted 0.2984
triplet Ritz mu0,mu1,mu2: 0.0088 -0.0802 0.2965; half basis mu0 0.2965
electrons inside R=6 bohr: 1.99999; max|v_cond form - inversion| (0.2-4 bohr) 1.8e-04 Ha
r=0.9923 bohr: v_cond 0.8445 v_kin 0.0170 v_N-1 0.0611 v_s -1.0929 Ha
v_s+1/r (Ha) r=0.5,1,2,4,6: -0.68393 -0.08249 -0.00033 -0.00003 -0.00006
exact KS: r0 6.0000 bohr, eps1s -0.90372 Ha, mu0 Wronskian 0.2131, Ritz 0.2131
exact KS: mu n=2..7: 0.2195 0.2157 0.2145 0.2140 0.2137 0.2136; 1s->4s 23.642 eV
true 1s->4s: singlet 23.678 eV, triplet 23.598 eV
KS at R: u'/u 0.91007 1/bohr; f,g,f',g' = -0.09130 -1.05013 0.59793 -0.09541; tan(pi mu) 0.79163
KS mu(r) r=0.25,0.5,1,2,4,5,6: 0.0902 0.1838 0.2129 0.2134 0.2131 0.2131 0.2131
mu(4) from inversion 0.2131; size of polarization tail beyond R: 1.8e-04
K_7 3.673e-04 Ha, nu^3 K 0.1148; single pole S 0.0983 T 0.3280
true shifts from KS: S -0.0737 T 0.0833; S-T mean 0.2179
exact exchange: r0 8.0000 bohr, eps1s -0.91796 Ha, mu0 Wronskian 0.2166, Ritz 0.2166
exact exchange: mu n=2..7: 0.2230 0.2191 0.2179 0.2174 0.2172 0.2170; 1s->4s 24.028 eV
v_c effect on mu0 (KS - exact exchange): -0.0034
eps_LDA -0.57026 Ha (PySCF -0.57026); bound s levels of bare LDA: 1
Delta_A 0.33347 Ha = 9.074 eV; max D 0.29839 Ha at r* 1.4503 bohr; step -0.03507 Ha
graft A: r0 1.4503 bohr, eps1s -0.89503 Ha, mu0 Wronskian 0.2109, Ritz 0.2109
graft A: mu n=2..7: 0.2170 0.2133 0.2122 0.2117 0.2114 0.2113; 1s->4s 23.407 eV
graft B: r0 1.4503 bohr, eps1s -0.86588 Ha, mu0 Wronskian 0.2050, Ritz 0.2050
graft B: mu n=2..7: 0.2106 0.2073 0.2062 0.2057 0.2055 0.2054; 1s->4s 22.616 eV
graft L: r0 0.6468 bohr, eps1s -0.72769 Ha, mu0 Wronskian 0.1575, Ritz 0.1575
graft L: mu n=2..7: 0.1601 0.1586 0.1581 0.1579 0.1578 0.1577; 1s->4s 18.880 eV
graft A mu0 for r0=0.75,1,1.5,2,2.5,3: 0.2069 0.2105 0.2109 0.2151 0.2321 0.2625
dmu/dr0 at r0=0.8 bohr: finite difference 0.02344, formula 0.02344 1/bohr
dmu/dr0 at r0=2.0 bohr: finite difference 0.01849, formula 0.01849 1/bohr
sin(pi(muA-muKS)) -0.00718 = inside -0.00730 + outside 0.00012
v_A - v_s (Ha) r=0.1,0.5,1,1.5,2: -0.0909 0.0304 0.0035 0.0098 0.0003
errors in mu0 vs exact KS: A -0.0023, B -0.0082, L -0.0557
```
